**Amorphous silicon: melting temperature from equal free energies**

The program finds the temperature T_al at which amorphous silicon and liquid silicon have equal free energy, and compares it with the crystal melting point T_m. The inputs are rough typical silicon values: the crystal's latent heat L, the amorphous enthalpy excess H_r at T_r, the residual entropy s0, and the heat-capacity parameters b (amorphous) and c (liquid). It builds enthalpies and entropies by integrating heat capacities and asserts that they agree with the closed formulas. It also asserts that the entropy difference between liquid and amorphous solid, integrated from T_al to T_m, equals the amorphous free-energy excess at T_m. Adding enough entropy to cancel that excess, with the enthalpy unchanged, is asserted to bring T_al back to T_m. Further assertions cover the sensitivities to enthalpy, entropy and pressure, the slow-front limit of an assumed melting-rate law, and the approximate crystallization integral. The output gives T_al = 1518 K, which is 167 K below T_m, and a latent heat of 386 meV/atom. It also shows that plausible changes in structure or entropy move T_al by tens of kelvin to more than 150 K.

## Numerical verification

```python
"""
Result under test: amorphous silicon meets the liquid at T_al < T_m exactly when
its free energy exceeds that of the crystal at T_m; moreover
    integral_{T_al}^{T_m} (S_l - S_a) dT = G_a(T_m) - G_c(T_m).
Symbols: c, a, l = crystal, amorphous, liquid; G, H, S = free energy, enthalpy,
entropy per atom; T_m = crystal melting point; L = its latent heat;
H_r = H_a - H_c at T_r; s0 = residual entropy of the amorphous solid;
b*T/T_m = heat capacity of amorphous minus crystal; c = liquid minus crystal.
Internally energies are divided by k_B (kelvin), entropies are in k_B.
Material inputs are rough typical values for silicon.
"""
import numpy as np
from scipy.constants import k, e, zero_Celsius
from scipy.integrate import quad
from scipy.optimize import brentq

MEV = 1e-3 * e / k                  # one meV expressed in kelvin
T_m, T_r = 1685.0, 1000.0
L = 520.0 * MEV
base = dict(H_r=120.0 * MEV, s0=0.2, b=0.5, c=-0.2)


def changed(**updates):
    return {**base, **updates}


# ---- road 1: phases built from heat capacities by quadrature ----
def crystal_cp(T, theta):
    x = theta / T
    return 3 * x**2 * np.exp(-x) / (1 - np.exp(-x))**2 + 0.5 * T / T_m


def integral(f, lower, upper):
    return quad(f, lower, upper, epsabs=1e-8, epsrel=1e-9, limit=200)[0]


def phases_direct(T, p, theta=500.0):
    def cc(t):
        return crystal_cp(t, theta)

    def ca(t):
        return cc(t) + p["b"] * t / T_m

    def cl(t):
        return cc(t) + p["c"]

    H_c = integral(cc, 0, T)
    S_c = integral(lambda t: cc(t) / t, 0, T)
    H_a = integral(cc, 0, T_r) + p["H_r"] + integral(ca, T_r, T)
    S_a = p["s0"] + integral(lambda t: ca(t) / t, 0, T)
    H_l = integral(cc, 0, T_m) + L + integral(cl, T_m, T)
    S_l = (integral(lambda t: cc(t) / t, 0, T_m) + L / T_m
           + integral(lambda t: cl(t) / t, T_m, T))
    return (H_c, S_c), (H_a, S_a), (H_l, S_l)


def crossing_direct(p, theta=500.0):
    def difference(T):
        _, (H_a, S_a), (H_l, S_l) = phases_direct(T, p, theta)
        return (H_l - T * S_l) - (H_a - T * S_a)
    return brentq(difference, 800, 2300, xtol=1e-7)


# ---- road 2: derived closed formulas ----
def liquid_excess(T, p):
    return L * (1 - T / T_m) + p["c"] * (T - T_m - T * np.log(T / T_m))


def amorphous_excess(T, p):
    return (p["H_r"] - p["b"] * T_r**2 / (2 * T_m)
            - p["s0"] * T - p["b"] * T**2 / (2 * T_m))


def D(T, p):
    return liquid_excess(T, p) - amorphous_excess(T, p)


def entropy_gap(T, p):
    return L / T_m + p["c"] * np.log(T / T_m) - p["s0"] - p["b"] * T / T_m


def crossing(p):
    return brentq(lambda T: D(T, p), 800, 2300, xtol=1e-9)


# free energies and entropy gap agree between the two roads
for T in (600.0, 1300.0, 1600.0):
    (H_c, S_c), (H_a, S_a), (H_l, S_l) = phases_direct(T, base)
    assert abs((H_a - H_c) - T * (S_a - S_c) - amorphous_excess(T, base)) < 1e-3
    assert abs((H_l - H_c) - T * (S_l - S_c) - liquid_excess(T, base)) < 1e-3
    assert abs(S_l - S_a - entropy_gap(T, base)) < 1e-6

T_al = crossing_direct(base)
assert abs(T_al - crossing(base)) < 1e-3
assert abs(T_al - crossing_direct(base, theta=700.0)) < 1e-3

# conditions for a single crossing below T_m
grid = np.linspace(300, T_m, 500)
assert np.all(entropy_gap(grid, base) > 0) and D(300.0, base) > 0
g_m = amorphous_excess(T_m, base)
assert g_m > 0 and T_al < T_m


# integral identity, with entropies from heat capacities
def gap_direct(T):
    _, (_, S_a), (_, S_l) = phases_direct(T, base)
    return S_l - S_a


nodes, weights = np.polynomial.legendre.leggauss(8)
half = (T_m - T_al) / 2
area = half * sum(w * gap_direct(T_al + half * (1 + x))
                  for x, w in zip(nodes, weights))
assert abs(area - g_m) < 1e-3

# cause: same enthalpy excess, but entropy removes or reverses the free-energy excess
s_cancel = base["s0"] + g_m / T_m
T_cancel = crossing_direct(changed(s0=s_cancel))
T_reverse = crossing_direct(changed(s0=s_cancel + 0.1))
assert abs(T_cancel - T_m) < 1e-3 and T_reverse > T_m + 1

# constant-difference formula
T_const = (L - base["H_r"]) / (L / T_m - base["s0"])
assert abs(T_const - crossing_direct(changed(b=0.0, c=0.0))) < 1e-3

# ratio of latent heat to entropy gap at the crossing
_, (H_a, S_a), (H_l, S_l) = phases_direct(T_al, base)
latent_al = H_l - H_a
gap_al = entropy_gap(T_al, base)
assert abs(latent_al / gap_al - T_al) < 1e-3


# small-excess estimate: halving the excess must quarter its error
def linear_crossing(p):
    return T_m - amorphous_excess(T_m, p) / entropy_gap(T_m, p)


half_excess = changed(H_r=base["H_r"] - g_m / 2)
error_full = linear_crossing(base) - T_al
error_half = linear_crossing(half_excess) - crossing_direct(half_excess)
assert 3.5 < error_full / error_half < 4.5
T_linear = linear_crossing(base)

# sensitivities by finite differences of the direct crossing
dH, ds = 1.0 * MEV, 0.005
slope_H = (crossing_direct(changed(H_r=base["H_r"] + dH))
           - crossing_direct(changed(H_r=base["H_r"] - dH))) / (2 * dH)
slope_s = (crossing_direct(changed(s0=base["s0"] + ds))
           - crossing_direct(changed(s0=base["s0"] - ds))) / (2 * ds)
assert abs(slope_H * gap_al + 1) < 1e-3
assert abs(slope_s * gap_al / T_al - 1) < 1e-3

# pressure: volumes in cubic angstrom per atom, pressure in GPa
V_a, V_l, pressure = 20.4, 18.4, 0.1
GPA_A3 = 1e9 * 1e-30 / k
T_pressure = brentq(lambda T: D(T, base) + pressure * (V_l - V_a) * GPA_A3,
                    800, 2000)
slope_P = (V_l - V_a) * GPA_A3 / gap_al
assert abs((T_pressure - T_al) / (slope_P * pressure) - 1) < 0.01

# moving melt front, constant kinetic prefactor
v_k, v_front = 30.0, 5.0            # m/s


def front_temperature(v):
    return brentq(lambda T: v_k * (1 - np.exp(D(T, base) / T)) - v,
                  T_al - 1, 2200, xtol=1e-9)


v_slow = 0.05
slow_rise = front_temperature(v_slow) - crossing(base)
assert abs(slow_rise / (v_slow / v_k * T_al / gap_al) - 1) < 0.01
T_front = front_temperature(v_front)

# epitaxial crystallization during a linear ramp
v_0, E_x = 3e15, 2.7                # nm/s and eV
E_K = E_x * 1000 * MEV
film, ramp = 100.0, 1e10            # nm and K/s


def crystal_speed(T):
    return v_0 * np.exp(-E_K / T)


swept = quad(crystal_speed, 300, T_al, epsabs=0, epsrel=1e-9, limit=200)[0]
asymptotic = crystal_speed(T_al) * T_al**2 / E_K * (1 - 2 * T_al / E_K)
assert abs(asymptotic / swept - 1) < 0.025
critical_ramp = swept / film
assert critical_ramp < ramp

extra_H = 40.0
T_unrelaxed = crossing_direct(changed(H_r=base["H_r"] + extra_H * MEV))


def show(label, value, unit, digits=1):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Inputs (rough typical silicon values)")
show("crystal melting point T_m", T_m, "K", 0)
show("crystal latent heat L", L / MEV, "meV/atom", 0)
show("amorphous enthalpy excess H_r", base["H_r"] / MEV, "meV/atom", 0)
show("reference temperature T_r", T_r, "K", 0)
show("residual entropy s0", base["s0"], "k_B/atom")
show("amorphous heat-capacity coefficient b", base["b"], "k_B/atom")
show("liquid-crystal heat-capacity difference c", base["c"], "k_B/atom")
print("Free energies above the crystal")
for T in (1300.0, 1400.0, 1500.0, 1600.0, T_m):
    print(f"T={T:.0f} K: amorphous {amorphous_excess(T, base)/MEV:.2f}, "
          f"liquid {abs(liquid_excess(T, base)/MEV):.2f} meV/atom")
print("Crossing")
show("T_al, full estimate", T_al, "K")
show("T_al, converted", T_al - zero_Celsius, "deg C")
show("depression T_m - T_al", T_m - T_al, "K")
show("common excess free energy at T_al",
     amorphous_excess(T_al, base) / MEV, "meV/atom", 2)
show("crystal melting entropy L/T_m", L / T_m, "k_B/atom", 3)
show("S_l - S_a at T_al", gap_al, "k_B/atom", 3)
show("S_l - S_a at T_m", entropy_gap(T_m, base), "k_B/atom", 3)
show("H_l - H_a at T_al", latent_al / MEV, "meV/atom")
show("integral of S_l - S_a from T_al to T_m", area / MEV, "meV/atom", 2)
show("T_al, small-excess formula", T_linear, "K")
show("T_al, constant-difference formula", T_const, "K")
print("Test of cause and sensitivity")
show("s0 that cancels excess at T_m", s_cancel, "k_B/atom", 3)
show("T_al with that s0", T_cancel, "K")
show("T_al with s0 larger by a further 0.1 k_B", T_reverse, "K")
show("T_al with s0 = 0.1 k_B", crossing_direct(changed(s0=0.1)), "K")
show("T_al with s0 = 0.3 k_B", crossing_direct(changed(s0=0.3)), "K")
show("T_al with b = 0.25 k_B", crossing_direct(changed(b=0.25)), "K")
show("T_al with c = 0", crossing_direct(changed(c=0.0)), "K")
show("slope of T_al with H_r", slope_H * MEV, "K per meV/atom", 2)
print("Effects outside the resting, relaxed, zero-pressure estimate")
show("extra enthalpy of unrelaxed solid", extra_H, "meV/atom", 0)
show("T_al of unrelaxed solid", T_unrelaxed, "K")
print(f"atomic volumes: amorphous {V_a:.1f}, liquid {V_l:.1f} cubic angstrom")
show("pressure slope of T_al", slope_P, "K/GPa")
show(f"shift at {pressure:.1f} GPa", T_pressure - T_al, "K")
print(f"front speed {v_front:.0f} m/s, kinetic prefactor {v_k:.0f} m/s")
show("moving-front temperature", T_front, "K")
show("front superheating above T_al", T_front - T_al, "K")
print(f"crystallization prefactor {v_0:.1e} nm/s, barrier {E_x:.1f} eV")
print(f"crystallization speed at T_al: {crystal_speed(T_al):.2e} nm/s")
print(f"film thickness {film:.0f} nm, heating rate {ramp:.1e} K/s")
print(f"crystallized distance on the ramp: {swept / ramp:.3f} nm")
print(f"least heating rate to keep part of film: {critical_ramp:.2e} K/s")
print("verified")
```

It prints:

```
Inputs (rough typical silicon values)
crystal melting point T_m: 1685 K
crystal latent heat L: 520 meV/atom
amorphous enthalpy excess H_r: 120 meV/atom
reference temperature T_r: 1000 K
residual entropy s0: 0.2 k_B/atom
amorphous heat-capacity coefficient b: 0.5 k_B/atom
liquid-crystal heat-capacity difference c: -0.2 k_B/atom
Free energies above the crystal
T=1300 K: amorphous 63.20, liquid 119.64 meV/atom
T=1400 K: amorphous 58.03, liquid 88.39 meV/atom
T=1500 K: amorphous 52.60, liquid 57.27 meV/atom
T=1600 K: amorphous 46.91, liquid 26.27 meV/atom
T=1685 K: amorphous 41.87, liquid 0.00 meV/atom
Crossing
T_al, full estimate: 1518.4 K
T_al, converted: 1245.2 deg C
depression T_m - T_al: 166.6 K
common excess free energy at T_al: 51.57 meV/atom
crystal melting entropy L/T_m: 3.581 k_B/atom
S_l - S_a at T_al: 2.951 k_B/atom
S_l - S_a at T_m: 2.881 k_B/atom
H_l - H_a at T_al: 386.2 meV/atom
integral of S_l - S_a from T_al to T_m: 41.87 meV/atom
T_al, small-excess formula: 1516.3 K
T_al, constant-difference formula: 1372.8 K
Test of cause and sensitivity
s0 that cancels excess at T_m: 0.488 k_B/atom
T_al with that s0: 1685.0 K
T_al with s0 larger by a further 0.1 k_B: 1753.0 K
T_al with s0 = 0.1 k_B: 1468.8 K
T_al with s0 = 0.3 k_B: 1571.8 K
T_al with b = 0.25 k_B: 1441.4 K
T_al with c = 0: 1517.8 K
slope of T_al with H_r: -3.93 K per meV/atom
Effects outside the resting, relaxed, zero-pressure estimate
extra enthalpy of unrelaxed solid: 40 meV/atom
T_al of unrelaxed solid: 1362.9 K
atomic volumes: amorphous 20.4, liquid 18.4 cubic angstrom
pressure slope of T_al: -49.1 K/GPa
shift at 0.1 GPa: -4.9 K
front speed 5 m/s, kinetic prefactor 30 m/s
moving-front temperature: 1619.1 K
front superheating above T_al: 100.7 K
crystallization prefactor 3.0e+15 nm/s, barrier 2.7 eV
crystallization speed at T_al: 3.28e+06 nm/s
film thickness 100 nm, heating rate 1.0e+10 K/s
crystallized distance on the ramp: 0.022 nm
least heating rate to keep part of film: 2.21e+06 K/s
verified
```
